\section*{Surface-Roughness Scattering at a Smooth Wall: Height Variance, Spectrum and Field}

\section{The physical situation}

In a field-effect transistor the gate field presses the channel electrons against an insulator. If the interface undulates, an electron moving along it is lifted and lowered in the confining field, and its energy changes with position. This random energy landscape deflects electrons and limits their mobility. How does the scattering rate depend on the height of the undulations, their lateral shape and the field?

Let $\mathbf r=(x,y)$ be the position in the plane. The interface is a hard wall at $z=\Delta(\mathbf r)$, and electrons occupy $z>\Delta(\mathbf r)$:
\begin{equation}
H=-\frac{\hbar^2}{2m_z}\partial_z^2-\frac{\hbar^2}{2m}\nabla^2+V(z),
\qquad \Psi(\mathbf r,\Delta(\mathbf r))=0 .
\end{equation}
Here $\nabla$ acts in the plane, $m$ is the in-plane mass and $m_z$ the mass across the layer. For a flat wall the subbands obey
\begin{equation}
h\psi_a=E_a\psi_a,\quad h=-\frac{\hbar^2}{2m_z}\partial_z^2+V(z),\quad \psi_a(0)=0,
\end{equation}
with real, normalized $\psi_a$ that vanish far from the wall. The effective confining field $F$ is defined by the mean force in the lowest subband,
\begin{equation}
eF=\langle 0|V'|0\rangle ,\qquad V'=dV/dz .
\end{equation}
For $V=eFz$ it is the uniform field itself.

\section{Assumptions and theorem}

\begin{enumerate}
\item $\Delta$ is single-valued and twice differentiable, with small height and slope. Its mean is zero, and its statistics are homogeneous and isotropic.
\item $V(z)$ is smooth and stays fixed in space when the wall is displaced. Screening and the redistribution of charge at the rough wall are omitted.
\item Electrons occupy the lowest subband, and scattering is weak enough for the Born approximation.
\end{enumerate}

For a large area $A$ write
\begin{equation}
\Delta(\mathbf r)=\sum_{\mathbf q}\Delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad
\Delta_{\mathbf q}=\frac1A\int\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r .
\end{equation}
Let $\sigma^2=\langle\Delta^2\rangle$ be the height variance, $C(\mathbf r)=\langle\Delta(\mathbf r_0)\Delta(\mathbf r_0+\mathbf r)\rangle$ the correlation function, and
\begin{equation}
S(q)=\int C(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r=\sigma^2W(q).
\end{equation}
The function $W$ describes the lateral shape of the roughness, independently of its height.

\paragraph{Theorem.} To leading order in $\Delta$, the surface-averaged transport scattering rate at in-plane wavevector $k$ is
\begin{equation}
\frac1{\tau(k)}=\frac{m(eF)^2\sigma^2}{2\pi\hbar^3}
\int_0^{2\pi}W\!\left(2k\sin\frac\theta2\right)(1-\cos\theta)\,d\theta .
\label{main}
\end{equation}
At fixed $k$ and $W$ it is proportional to $\sigma^2$ and to $F^2$; at fixed $\sigma$, $F$ and $k$ it is linear in the spectrum $W$.

\section{Lemma 1: the roughness matrix element}

\paragraph{Lemma 1.} To first order in $\Delta$, the matrix element within the lowest subband from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$ is $M=eF\Delta_{\mathbf q}$.

\paragraph{Proof.} The displacement of a hard wall cannot be treated directly as a small potential, so we first flatten the wall. Put $u=z-\Delta(\mathbf r)$ and $\Psi(\mathbf r,z)=\Phi(\mathbf r,u)$. The wall is now at $u=0$. The Jacobian is one, so norms and scalar products are unchanged. The chain rule gives
\begin{equation}
\partial_z\to\partial_u,\qquad \nabla\to\nabla-(\nabla\Delta)\partial_u .
\end{equation}
Applying the in-plane derivative twice,
\begin{align}
\nabla^2\to{}&\nabla^2-\nabla\cdot[(\nabla\Delta)\partial_u]-\nabla\Delta\cdot\nabla\partial_u+|\nabla\Delta|^2\partial_u^2\nonumber\\
={}&\nabla^2-(\nabla^2\Delta)\partial_u-2\nabla\Delta\cdot\nabla\partial_u+|\nabla\Delta|^2\partial_u^2 .
\end{align}
The potential becomes $V(u+\Delta)=V(u)+V'(u)\Delta+\tfrac12V''(u)\Delta^2+\dots$. Since the kinetic energy carries a minus sign, the first-order perturbation is
\begin{equation}
H_1=V'(u)\Delta+\frac{\hbar^2}{2m}\left[(\nabla^2\Delta)\partial_u+2\nabla\Delta\cdot\nabla\partial_u\right].
\end{equation}

Take matrix elements between $A^{-1/2}e^{i\mathbf k\cdot\mathbf r}\psi_b(u)$ and $A^{-1/2}e^{i\mathbf k'\cdot\mathbf r}\psi_a(u)$. The in-plane integral selects $\Delta_{\mathbf q}$. In the square bracket, $\nabla^2\Delta$ supplies $-q^2$ and $2\nabla\Delta\cdot\nabla$ supplies $2(i\mathbf q)\cdot(i\mathbf k)=-2\mathbf q\cdot\mathbf k$. Because $k'^2=k^2+2\mathbf k\cdot\mathbf q+q^2$, their sum is $-(k'^2-k^2)$. Therefore
\begin{equation}
M_{ab}=\Delta_{\mathbf q}\left[\langle a|V'|b\rangle-\frac{\hbar^2(k'^2-k^2)}{2m}\langle a|\partial_u|b\rangle\right].
\label{mab}
\end{equation}
For $a=b=0$ the second term vanishes:
\begin{equation}
\langle0|\partial_u|0\rangle=\int_0^\infty\psi_0\psi_0'\,du=\tfrac12\left[\psi_0^2\right]_0^\infty=0 .
\end{equation}
What remains is $\langle0|V'|0\rangle\Delta_{\mathbf q}=eF\Delta_{\mathbf q}$. $\square$

\paragraph{Remark: where smoothness enters.} No upper limit on $q$ was needed for the first-order element. Small height and small slope are both needed to neglect the second-order terms
\begin{equation}
H_2=\tfrac12V''\Delta^2-\frac{\hbar^2}{2m}|\nabla\Delta|^2\partial_u^2
\label{second}
\end{equation}
and second-order processes through other subbands.

\paragraph{Remark: what is held fixed.} If the potential moved rigidly with the wall, it would be $V(z-\Delta)=V(u)$. The term $V'\Delta$ would be absent, and the first-order element within the subband would vanish. The factor $F$ measures the work done when the wall pushes the electron through a potential that stays in place.

\paragraph{A test on a corrugated wall.} Let $\Delta=\eta\cos Qx$, so that $\Delta_{\pm Q}=\eta/2$. The degenerate states with $k_x=\pm Q/2$ are coupled by $M=eF\eta/2$ and split by $2|M|=eF\eta$. This gap was also computed without flattening the wall, by combining waves that solve the Schr\"odinger equation in a uniform field and making them vanish on the curved wall. In units with $\hbar^2/2m_z=1$, the inputs were $\eta=0.01$, $m_z/m=2$ and $(Q,eF)=(0.5,1)$, $(1,0.5)$, $(1,2)$, $(1.5,1)$. The largest deviation was $0.0078\%$ of $eF\eta$.

\section{Lemma 2: force and wall pressure}

\paragraph{Lemma 2.} For any two subbands,
\begin{equation}
\langle a|V'|b\rangle+(E_a-E_b)\langle a|\partial_u|b\rangle
=\frac{\hbar^2}{2m_z}\psi_a'(0)\psi_b'(0).
\label{force}
\end{equation}

\paragraph{Proof.} Differentiating $h\psi_b=E_b\psi_b$ gives $h\psi_b'=E_b\psi_b'-V'\psi_b$. Multiply by $\psi_a$ and integrate:
\begin{equation}
\int_0^\infty\psi_a h\psi_b'\,du=E_b\langle a|\partial_u|b\rangle-\langle a|V'|b\rangle .
\end{equation}
Alternatively, move $h$ onto $\psi_a$ by two integrations by parts:
\begin{align}
\int_0^\infty\psi_a h\psi_b'\,du
&=E_a\langle a|\partial_u|b\rangle-\frac{\hbar^2}{2m_z}\left[\psi_a\psi_b''-\psi_a'\psi_b'\right]_0^\infty\nonumber\\
&=E_a\langle a|\partial_u|b\rangle-\frac{\hbar^2}{2m_z}\psi_a'(0)\psi_b'(0).
\end{align}
The boundary term at infinity vanishes, and $\psi_a(0)=0$. Equating the two results gives (\ref{force}). $\square$

For $a=b=0$,
\begin{equation}
eF=\frac{\hbar^2}{2m_z}[\psi_0'(0)]^2 .
\end{equation}
The mean force toward the wall equals the pressure of the wavefunction on it. The matrix element can thus be written with either the field or the wavefunction slope at the wall.

For a transition between subbands, energy conservation gives $-\hbar^2(k'^2-k^2)/2m=E_a-E_b$. Then (\ref{mab}) and (\ref{force}) yield $M_{ab}=\Delta_{\mathbf q}(\hbar^2/2m_z)\psi_a'(0)\psi_b'(0)$. The kinetic term of $H_1$ is essential there, although it drops out within one subband.

\section{Proof of the theorem}

\paragraph{Average over surfaces.} From the definition of $\Delta_{\mathbf q}$,
\begin{align}
\langle|\Delta_{\mathbf q}|^2\rangle
&=\frac1{A^2}\int\!\!\int C(\mathbf r-\mathbf r')e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}d^2r\,d^2r'
=\frac{S(q)}A .
\end{align}
One integral gives $A$ and the other gives $S(q)$; edge effects are negligible for a large area. Lemma 1 then gives $\langle|M|^2\rangle=(eF)^2S(q)/A$. This step produces the height variance and the squared field.

\paragraph{Transport weight.} The golden rule gives the transition rate
\begin{equation}
P_{\mathbf k\mathbf k'}=\frac{2\pi}\hbar\frac{(eF)^2S(q)}A\,\delta(\varepsilon_{k'}-\varepsilon_k),
\qquad \varepsilon_k=\frac{\hbar^2k^2}{2m}.
\end{equation}
Let $\boldsymbol{\mathcal E}$ be a weak in-plane electric field and $f=f_0+g$ the electron distribution. As $P$ is symmetric, the Pauli factors combine as $f'(1-f)-f(1-f')=f'-f$. The linearized steady-state Boltzmann equation is
\begin{equation}
-e\boldsymbol{\mathcal E}\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}
=\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(g_{\mathbf k'}-g_{\mathbf k}).
\end{equation}
Try $g\propto\cos\phi$, where $\phi$ is the angle between $\mathbf k$ and $\boldsymbol{\mathcal E}$. After scattering through $\theta$,
\begin{equation}
\cos(\phi+\theta)-\cos\phi=-\cos\phi(1-\cos\theta)-\sin\phi\sin\theta .
\end{equation}
The last term integrates to zero because $S$ is even in $\theta$. The right-hand side is therefore $-g/\tau$, with
\begin{equation}
\frac1\tau=\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(1-\cos\theta),\qquad
g=e\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.
\end{equation}

\paragraph{Sum over final states.} Roughness conserves spin, so final states are counted for one spin:
\begin{equation}
\sum_{\mathbf k'}\to\frac A{4\pi^2}\int k'dk'd\theta
=\frac{Am}{4\pi^2\hbar^2}\int d\varepsilon'd\theta .
\end{equation}
The delta function sets $k'=k$, hence $q=2k\sin(\theta/2)$. The prefactors multiply to
\begin{equation}
\frac{2\pi}\hbar\frac{(eF)^2}A\frac{Am}{4\pi^2\hbar^2}=\frac{m(eF)^2}{2\pi\hbar^3},
\end{equation}
which gives (\ref{main}). $\square$

\paragraph{Mobility.} At zero temperature $-\partial f_0/\partial\varepsilon=\delta(\varepsilon-E_F)$, where $E_F$ is measured from the subband bottom. With both spins the density of states per area is $m/\pi\hbar^2$, and the angular average of $v_x^2$ is $v_F^2/2=E_F/m$. The current is
\begin{equation}
j=e^2\frac m{\pi\hbar^2}\frac{E_F}{m}\tau\mathcal E=\frac{e^2N_s\tau}m\mathcal E,
\qquad N_s=\frac{mE_F}{\pi\hbar^2}.
\end{equation}
Since $j=eN_s\mu\mathcal E$, the mobility is $\mu=e\tau(k_F)/m$, with $k_F=\sqrt{2\pi N_s}$.

\section{Corollary: Gaussian correlation}

Take $C(r)=\sigma^2e^{-r^2/\Lambda^2}$. Each Cartesian Fourier integral gives $\sqrt\pi\,\Lambda$ times a Gaussian, so
\begin{equation}
W(q)=\pi\Lambda^2e^{-q^2\Lambda^2/4}.
\end{equation}
The surface is smooth, with finite mean-square slope
\begin{equation}
\langle|\nabla\Delta|^2\rangle=-\nabla^2C(0)=\frac{4\sigma^2}{\Lambda^2}.
\end{equation}
Set $a=k^2\Lambda^2/2$. Then $q^2\Lambda^2/4=k^2\Lambda^2\sin^2(\theta/2)=a(1-\cos\theta)$. Using $\int_0^{2\pi}e^{a\cos\theta}\cos(n\theta)d\theta=2\pi I_n(a)$,
\begin{equation}
\frac1\tau=\frac{\pi m\Lambda^2\sigma^2(eF)^2}{\hbar^3}B(a),
\quad B(a)=e^{-a}[I_0(a)-I_1(a)].
\label{gauss}
\end{equation}

\paragraph{Short correlation length.} For $k\Lambda\ll1$, $B\to1$ and the rate grows as $\Lambda^2$, independently of $k$. Small slope also requires $\sigma\ll\Lambda$, so $\Lambda$ cannot be taken to zero at fixed height.

\paragraph{Long correlation length.} For $k\Lambda\gg1$ small angles dominate, and $1-\cos\theta\simeq\theta^2/2$:
\begin{equation}
\int_{-\infty}^{\infty}e^{-a\theta^2/2}\frac{\theta^2}2d\theta=\frac{\sqrt{2\pi}}{2a^{3/2}}
=\frac{2\sqrt\pi}{k^3\Lambda^3}.
\end{equation}
Multiplication by $m(eF)^2\sigma^2\pi\Lambda^2/(2\pi\hbar^3)$ gives
\begin{equation}
\frac1\tau\simeq\frac{\sqrt\pi\,m\sigma^2(eF)^2}{\hbar^3k^3\Lambda}.
\end{equation}
Long undulations deflect electrons mostly forward, which relaxes little momentum. At $k\Lambda=40$, direct angular integration gives $1.00047$ times this limiting law.

\paragraph{Strongest scattering.} At fixed $k$, $\sigma$ and $F$, the rate varies as $aB(a)$. With $I_0'=I_1$ and $I_1'=I_0-I_1/a$,
\begin{equation}
\frac{d(aB)}{da}=e^{-a}\left[I_0-2a(I_0-I_1)\right].
\end{equation}
The numerical maximum lies at $k\Lambda=1.257$, between the two limits.

\section{Worked example}

The model has a uniform field and round parameters: $m=0.25\,m_e$, $m_z=0.50\,m_e$, $eF=50$ meV/nm, $\sigma=0.15$ nm, $\Lambda=3$ nm and $N_s=2\times10^{12}$ cm$^{-2}=0.02$ nm$^{-2}$, at zero temperature with spin degeneracy alone. Then
\begin{equation}
k_F=\sqrt{2\pi(0.02)}=0.3545\ \mathrm{nm}^{-1},\qquad E_F=19.15\ \mathrm{meV}.
\end{equation}
The subband spacing is $100.7$ meV, so the second subband is empty.

Since $m/\hbar^2=k_F^2/(2E_F)$, equation (\ref{gauss}) becomes $\hbar/\tau=\pi aB(a)(eF\sigma)^2/E_F$. Here $a=(0.3545\times3)^2/2=0.5655$, $B=0.4473$ and $eF\sigma=7.50$ meV. Thus
\begin{equation}
\frac\hbar\tau=\pi(0.5655)(0.4473)\frac{(7.50)^2}{19.15}\ \mathrm{meV}=2.33\ \mathrm{meV}.
\end{equation}
This corresponds to $\tau=282$ fs and $\mu\simeq1980$ cm$^2$/(V\,s). An explicit sum over final states, with wavevector spacing $0.01k_F$ and the delta function replaced by a Gaussian of width $0.04E_F$, gives $1.00017$ times the closed-form rate.

\paragraph{Are the approximations reasonable?} The ratio $(\hbar/\tau)/E_F$ is $0.12$. The total scattering rate, without the weight $1-\cos\theta$, gives $0.17$, so scattering is fairly weak. The rms slope is $2(0.15)/3=0.10$, and the mean kinetic energy across the layer is $44.8$ meV. The mean slope term in (\ref{second}) is therefore
\begin{equation}
\frac{m_z}m(0.10)^2(44.8\ \mathrm{meV})=0.90\ \mathrm{meV},
\end{equation}
or $12\%$ of the rms first-order shift $eF\sigma$. Its mean merely shifts the energy; its variation in the plane scatters. The term with $V''$ is zero in a uniform field. Processes through other subbands were not evaluated.

\paragraph{Changing one quantity at a time.} With density and all other parameters fixed, halving $eF$ to $25$ meV/nm raises the mobility fourfold, to about $7940$ cm$^2$/(V\,s). Reducing $\sigma$ to $0.05$ nm raises it ninefold, to about $17\,900$ cm$^2$/(V\,s). The dependence on $\Lambda$ is not monotonic: the mobility is lowest, about $1900$ cm$^2$/(V\,s), at $\Lambda=3.55$ nm, and rises to $2310$ at $5$ nm and $5880$ at $10$ nm.

At $\Lambda=30$ nm the formula gives $18\,800$ cm$^2$/(V\,s), but the Born approximation is then doubtful. The phase gathered in crossing one undulation is roughly $eF\sigma\Lambda/(\hbar v_F)$, with $\hbar v_F=2E_F/k_F=108$ meV\,nm. It is $0.21$ at $\Lambda=3$ nm and $2.1$ at $30$ nm, whereas the usual Born criterion asks for a small phase. A large phase invalidates the total rate, which reaches about $1.45E_F/\hbar$ at $30$ nm. The transport rate is more robust. With $p=\hbar k$ the long-$\Lambda$ law reads $\sqrt\pi\,m(eF\sigma)^2/(p^3\Lambda)$, which is also the classical result for small-angle diffusion of the direction of motion in a smooth random potential. That result requires $eF\sigma\ll E_F$; here $eF\sigma/E_F=0.39$ is not small, so the figure is only a rough estimate.

\section{Relation to real gate stacks}

For a silicon channel under a high-permittivity gate stack, roughness heights of a few tenths of a nanometre and correlation lengths of one to a few nanometres are reasonable rough scales. The Gaussian shape is a model choice. Silicon--oxide roughness is often fitted by $C=\sigma^2e^{-\sqrt2\,r/\Lambda}$, which has unbounded mean-square slope and so lies outside assumption 1; inserted in (\ref{main}) regardless, it gives about $3470$, $4050$ and $7680$ cm$^2$/(V\,s) at $\Lambda=3$, $10$ and $30$ nm, in place of $1980$, $5880$ and $18\,800$. The chosen height is at the smooth end, and the density is well below that of strong inversion, roughly $10^{13}$ cm$^{-2}$. In silicon the channel electrons alone would give a mean field of only about $0.15$ MV/cm at this density. The $0.50$ MV/cm used here needs a further fixed charge, such as a depletion charge of about $2.2\times10^{12}$ cm$^{-2}$. On a (100) surface the lowest subband also has two equivalent valleys, which lowers $k_F$ by a factor $\sqrt2$ at fixed density and strengthens the screening. Real devices break the assumption of no screening. In a static, zero-thickness estimate, $S(q)$ is divided by $\epsilon(q)^2$, with $\epsilon=1+q_s/q$ and $q_s=me^2/(2\pi\epsilon_0\epsilon_r\hbar^2)$. For $\epsilon_r=8$, about the mean of silicon and silicon dioxide, $q_s\simeq1.2$ nm$^{-1}$. Even at the largest transfer, $2k_F=0.71$ nm$^{-1}$, this gives $\epsilon^2\simeq7$, so the calculated mobility would rise at least sevenfold within that estimate. A high-permittivity insulator reduces this gain: $\epsilon_r=16$ gives $q_s\simeq0.6$ nm$^{-1}$ and $\epsilon^2\simeq3.4$ at $2k_F$. Finite layer thickness also weakens the screening, and appreciably here, because $2k_F$ times the mean distance from the wall, $1.8$ nm, is about $1.3$. At room temperature $k_BT\simeq26$ meV exceeds $E_F$, so the mobility is an average over many energies and is no longer set by $k_F$ alone. Higher subbands are then occupied too, which breaks assumption 3. For Si(100) the lowest valleys have masses of about $0.19\,m_e$ in the plane and $0.92\,m_e$ across it, not the round values used here; in a uniform field of $50$ meV/nm the subband of the four other valleys lies about $76$ meV higher, and roughly a quarter of the electrons are outside the lowest subband at $300$ K. Phonons of the silicon and of the insulator, charged defects and roughness of other interfaces add scattering that is absent here, so the example is not a prediction of a device's total mobility.

Gate voltage also changes field and density together. Both $F$ and $k_F$ in (\ref{main}) then change, as does the screening, and the mobility need not follow $F^{-2}$. That law applies in this model when $k_F$ and the roughness spectrum are held fixed. The remaining computed values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
In-plane mass: 0.25 m_e
Mass across layer: 0.50 m_e
Confining force eF: 50.0 meV/nm
Confining field F: 0.50 MV/cm
Rms height: 0.15 nm
Correlation length: 3.0 nm
Electron density: 2.00e+12 cm^-2
Lowest subband energy: 134.53 meV
Second subband energy: 235.22 meV
Subband spacing: 100.68 meV
Mean distance from wall: 1.794 nm
Fermi wavevector: 0.3545 nm^-1
Fermi energy above subband: 19.15 meV
Rms local energy shift eF*height: 7.50 meV
Rms slope: 0.100 (dimensionless)
Mean kinetic energy across layer: 44.84 meV
Mean second-order slope energy: 0.897 meV
Height spectrum S(0): 0.63617 nm^4
Height spectrum S(kF): 0.47949 nm^4
Height spectrum S(2kF): 0.20530 nm^4
Bessel argument a: 0.5655 (dimensionless)
exp(-a)[I0(a)-I1(a)]: 0.44729 (dimensionless)
Transport scattering rate: 3.5459e+12 s^-1
Transport time: 282.02 fs
hbar/tau: 2.334 meV
(hbar/tau)/Fermi energy: 0.1219 (dimensionless)
Roughness-limited mobility: 1984.1 cm^2/(V s)
Mobility at eF=25 meV/nm: 7936.3 cm^2/(V s)
Mobility at eF=40 meV/nm: 3100.1 cm^2/(V s)
Mobility at eF=50 meV/nm: 1984.1 cm^2/(V s)
Mobility at height=0.05 nm: 17856.8 cm^2/(V s)
Mobility at height=0.10 nm: 4464.2 cm^2/(V s)
Mobility at height=0.15 nm: 1984.1 cm^2/(V s)
Mobility at Lambda=3 nm: 1984.1 cm^2/(V s)
Mobility at Lambda=5 nm: 2311.4 cm^2/(V s)
Mobility at Lambda=10 nm: 5883.5 cm^2/(V s)
Mobility at Lambda=30 nm: 18792.3 cm^2/(V s)
Lambda of strongest scattering: 3.546 nm
kF*Lambda at strongest scattering: 1.2570 (dimensionless)
Minimum mobility over Lambda: 1902.8 cm^2/(V s)
Largest corrugated-gap deviation: 0.0078 %
Final-state sum / closed formula: 1.00017 (dimensionless)
Long-Lambda integral / limiting law: 1.00047 (dimensionless)
\end{verbatim}
